# Effective density of states of silicon's conduction band from its mass

## Problem

The conduction band of bulk, unstrained silicon has six equivalent minima, called valleys. Near each minimum the energy above the band edge $E_c$ is

$$\varepsilon=\frac{\hbar^2k_l^2}{2m_l}+\frac{\hbar^2k_t^2}{2m_t},\qquad \varepsilon=E-E_c ,$$

where $k_l$ is the wave-vector component along the valley axis, $k_t^2$ is the sum of the squares of the two transverse components, and all components are measured from the minimum. The total density-of-states mass, with all six valleys included, is given as $m_d=1.06\,m_0$, where $m_0$ is the free-electron mass.

1. Express $m_d$ through $m_l$ and $m_t$, and find the density of states $g(\varepsilon)$ per unit volume.
2. For a Fermi level $E_F$ well below $E_c$, show that the electron density is $n=N_c\,e^{-(E_c-E_F)/kT}$. Find $N_c$ and its value at 300 K.
3. Find $E_c-E_F$ for $n=10^{17}\ \mathrm{cm^{-3}}$ at 300 K, and $N_c$ at 400 K with the mass held fixed.
4. Up to what density may the exponential law be used?
5. Estimate how much $N_c$ changes if the valleys are not quite parabolic, if the transverse mass is somewhat larger, or if strain makes the valleys unequal.

In $kT$ the letter $k$ is Boltzmann's constant; wave-vector components always carry an index.

## Solution

### 1. Counting the states

In a periodic box of volume $V$ the allowed wave vectors form a lattice with $V/(2\pi)^3$ points per unit volume of $k$ space. Each point holds two electrons, one for each spin.

The states of one valley with energy below $\varepsilon$ fill an ellipsoid. Setting all but one component to zero gives its semi-axes: $\sqrt{2m_l\varepsilon}/\hbar$ once and $\sqrt{2m_t\varepsilon}/\hbar$ twice. Its volume is $4\pi/3$ times their product,

$$\Omega(\varepsilon)=\frac{4\pi}{3}\left(\frac{2\varepsilon}{\hbar^2}\right)^{3/2}\sqrt{m_l}\,m_t .$$

Two spins and six valleys give the number of states below $\varepsilon$ per unit volume of crystal:

$$N(\varepsilon)=\frac{2\cdot 6}{8\pi^3}\,\Omega(\varepsilon)
=\frac{2}{8\pi^3}\,\frac{4\pi}{3}\left(\frac{2\varepsilon}{\hbar^2}\right)^{3/2}\left(6\sqrt{m_l}\,m_t\right).$$

A single spherical valley of mass $m_d$ would have $m_d^{3/2}$ in place of the last bracket. The total mass is therefore defined by

$$m_d^{3/2}=6\sqrt{m_l}\,m_t
\quad\Longrightarrow\quad
m_d=6^{2/3}\left(m_lm_t^2\right)^{1/3}.$$

With this definition

$$N(\varepsilon)=\frac{1}{3\pi^2}\left(\frac{2m_d\varepsilon}{\hbar^2}\right)^{3/2},\qquad
g(\varepsilon)=\frac{dN}{d\varepsilon}=\frac{1}{2\pi^2}\left(\frac{2m_d}{\hbar^2}\right)^{3/2}\sqrt{\varepsilon}.$$

The derivative of $\varepsilon^{3/2}$ supplies the factor $3/2$ that turns $1/3\pi^2$ into $1/2\pi^2$.

The given mass fits the shape of the valleys. Silicon has roughly $m_l=0.92\,m_0$ and $m_t=0.19\,m_0$. For the calculations here take $m_l=0.916\,m_0$ and $m_t=0.19\,m_0$ as model inputs; the third digit of $m_l$ does not affect $m_d$ to two decimals. The one-valley mass is then

$$\left(0.916\times0.19^2\right)^{1/3}m_0=0.321\,m_0,$$

and multiplication by $6^{2/3}=3.302$ gives $1.060\,m_0$. The number of valleys enters the mass as $6^{2/3}$ because the density of states contains the mass to the power $3/2$.

### 2. From the density of states to $N_c$

The occupation of a state is the Fermi function. If $E-E_F$ is several $kT$ for every state in the band, the exponential in its denominator is much larger than 1, and

$$\frac{1}{1+e^{(E-E_F)/kT}}\approx e^{-(E-E_F)/kT}=e^{-(E_c-E_F)/kT}\,e^{-\varepsilon/kT}.$$

The first factor does not depend on $\varepsilon$ and comes out of the integral over the band:

$$n=e^{-(E_c-E_F)/kT}\,N_c,\qquad N_c=\int_0^\infty g(\varepsilon)\,e^{-\varepsilon/kT}\,d\varepsilon .$$

The upper limit may be set to infinity because the exponential suppresses energies many $kT$ above the edge. With $x=\varepsilon/kT$, the factor $\sqrt\varepsilon\,d\varepsilon$ becomes $(kT)^{3/2}\sqrt x\,dx$, so

$$N_c=\frac{1}{2\pi^2}\left(\frac{2m_dkT}{\hbar^2}\right)^{3/2}\int_0^\infty\sqrt{x}\,e^{-x}\,dx .$$

To find the integral, put $x=t^2$, $dx=2t\,dt$, and integrate by parts, using $2t\,e^{-t^2}=-\frac{d}{dt}e^{-t^2}$:

$$\int_0^\infty\sqrt{x}\,e^{-x}dx=\int_0^\infty t\cdot 2t\,e^{-t^2}dt
=\Big[-t\,e^{-t^2}\Big]_0^\infty+\int_0^\infty e^{-t^2}dt=\frac{\sqrt\pi}{2}.$$

The bracket vanishes at both ends, and the last integral is half of the Gaussian integral $\sqrt\pi$.

Now replace $\hbar$ by $h/2\pi$. Since $2/\hbar^2=8\pi^2/h^2=4\pi\cdot 2\pi/h^2$,

$$\left(\frac{2m_dkT}{\hbar^2}\right)^{3/2}=(4\pi)^{3/2}\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2}
=8\pi^{3/2}\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2}.$$

The numerical factors combine to

$$\frac{1}{2\pi^2}\cdot\frac{\sqrt\pi}{2}\cdot 8\pi^{3/2}=2 ,$$

and the result is

$$N_c=2\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2}=\frac{2}{\lambda^3},\qquad \lambda=\frac{h}{\sqrt{2\pi m_dkT}} .$$

The length $\lambda$ is the thermal wavelength of a particle of mass $m_d$. The 2 in front is what remains after all factors are combined, and it equals the spin factor.

**Numbers at 300 K.** In SI units $m_d=1.06\times9.10938\times10^{-31}=9.656\times10^{-31}$ kg and $kT=4.142\times10^{-21}$ J, so that $2\pi m_dkT=2.513\times10^{-50}$ kg J. Then

$$\lambda=\frac{6.626\times10^{-34}}{\sqrt{2.513\times10^{-50}}}\ \mathrm{m}=4.180\ \mathrm{nm},\qquad \lambda^3=73.03\ \mathrm{nm^3},$$

$$N_c=\frac{2}{73.03\ \mathrm{nm^3}}=0.02739\ \mathrm{nm^{-3}} .$$

One centimetre is $10^7$ nm, so $1\ \mathrm{nm^{-3}}=10^{21}\ \mathrm{cm^{-3}}$, and

$$N_c=2.74\times10^{19}\ \mathrm{cm^{-3}} .$$

Because $N_c\propto m_d^{3/2}$, a small relative change of the mass produces 1.5 times that relative change in $N_c$. A mass written as 1.06 may be off by 0.005, or about 0.5 %, which leaves $N_c$ uncertain by about 0.7 %. The input thus supports $2.7\times10^{19}\ \mathrm{cm^{-3}}$, with a third digit that is only partly meaningful.

**A check without the integrals.** The sum over states can be done directly. Take a periodic box with an edge of 30 nm, list its allowed wave vectors around all six minima, using the model inputs $m_l=0.916\,m_0$ and $m_t=0.19\,m_0$, add their Boltzmann factors $e^{-\varepsilon/kT}$, multiply by 2 for spin and divide by the volume. The sum is $2.738\times10^{19}\ \mathrm{cm^{-3}}$. This tests how the number of valleys, the two masses and the numerical prefactor combine; the factor 2 for spin is put in by hand.

**The factor of six.** The valleys are already inside $m_d$. Multiplying by six again would give $1.64\times10^{20}\ \mathrm{cm^{-3}}$. Using the one-valley mass $0.321\,m_0$ without a factor of six gives $4.56\times10^{18}\ \mathrm{cm^{-3}}$, which is the share of one valley.

**What $N_c$ means.** In the exponential law, the whole band acts like $N_c$ states per unit volume, all placed at $E_c$. It is neither the number of states in the band nor a ceiling for $n$. Dividing $N(\varepsilon)$ by $N_c$ gives

$$\frac{N(\varepsilon)}{N_c}=\frac{1/(3\pi^2)}{\sqrt\pi/(4\pi^2)}\left(\frac{\varepsilon}{kT}\right)^{3/2}=\frac{4}{3\sqrt\pi}\left(\frac{\varepsilon}{kT}\right)^{3/2}.$$

In this model the lowest 0.1 eV of the band alone holds $1.57\times10^{20}$ states per $\mathrm{cm^3}$, nearly six times $N_c$.

### 3. Fermi level and temperature

Taking the logarithm of $n=N_ce^{-(E_c-E_F)/kT}$ gives

$$E_c-E_F=kT\ln\frac{N_c}{n}=0.02585\ \mathrm{eV}\times\ln\frac{2.739\times10^{19}}{10^{17}}=0.145\ \mathrm{eV}.$$

This is 5.6 $kT$, consistent with the assumption that $E_F$ lies well below the edge. The logarithm also makes the Fermi level insensitive to $N_c$: at fixed $n$, an increase of $N_c$ by 9 % moves it by $kT\ln1.09$, about 2 meV.

With the mass held fixed, $N_c\propto T^{3/2}$, so

$$N_c(400\ \mathrm{K})=\left(\frac{400}{300}\right)^{3/2}N_c(300\ \mathrm{K})=1.540\,N_c(300\ \mathrm{K})=4.22\times10^{19}\ \mathrm{cm^{-3}} .$$

A higher temperature spreads the Boltzmann factor over more of the band, where the density of states is also larger.

### 4. Where the exponential law fails

Let $\eta=(E_F-E_c)/kT$. For $\eta<0$ the Fermi function can be expanded as a geometric series, because $e^{\eta-x}<1$ for all $x\ge0$:

$$\frac{1}{1+e^{x-\eta}}=\frac{e^{\eta-x}}{1+e^{\eta-x}}=e^{\eta-x}-e^{2(\eta-x)}+\dots$$

In the second term the substitution $y=2x$ gives

$$\int_0^\infty\sqrt x\,e^{-2x}dx=2^{-3/2}\int_0^\infty\sqrt y\,e^{-y}dy .$$

Relative to the exponential law at the same Fermi level, the density is therefore

$$\frac{n}{N_ce^\eta}=1-\frac{e^\eta}{2^{3/2}}+\dots$$

The correction is negative: the exponential overestimates the occupation, since it ignores the 1 in the denominator that keeps a state from holding more than one electron.

- At the Fermi level which the exponential law assigns to $10^{17}\ \mathrm{cm^{-3}}$, $e^\eta=n/N_c=0.00365$. The ratio is 0.9987, an error of 0.13 %.
- At the level assigned to $10^{19}\ \mathrm{cm^{-3}}$, which lies 0.026 eV below $E_c$, the first-order formula gives 0.871. Numerical integration with the full Fermi function gives 0.892. The true density is about 11 % below the exponential value, and the first correction alone no longer describes the error accurately.
- At $E_F=E_c$ the full integral gives $n=0.765\,N_c$, where the exponential law would give $N_c$.

If an error of about 1 % is accepted, the first-order term requires $n/N_c\approx0.01\times2^{3/2}=0.028$, or $n$ below roughly $8\times10^{17}\ \mathrm{cm^{-3}}$ at 300 K. This limit counts only the error of the occupation factor in an unchanged parabolic band; any effect of the dopants on the band edge is left out.

### 5. What the model leaves out

**Nonparabolic valleys.** Away from its minimum a valley is not exactly parabolic, and the deviation depends on direction. A common model replaces it by a single average correction, a slower rise described by $\varepsilon(1+\alpha\varepsilon)=\gamma$, where $\gamma$ is the parabolic energy of the same wave vector; a rough value for silicon is $\alpha=0.5\ \mathrm{eV^{-1}}$. The number of states depends on the enclosed volume of $k$ space, so $N\propto\gamma^{3/2}$ as before. Differentiating with respect to the true energy,

$$g\propto\sqrt\gamma\,\frac{d\gamma}{d\varepsilon}=\sqrt{\varepsilon(1+\alpha\varepsilon)}\,(1+2\alpha\varepsilon)
\approx\sqrt\varepsilon\left(1+\tfrac12\alpha\varepsilon+2\alpha\varepsilon\right)=\sqrt\varepsilon\left(1+\tfrac52\alpha\varepsilon\right),$$

to first order in $\alpha\varepsilon$. The average of $x=\varepsilon/kT$ with weight $\sqrt x\,e^{-x}$ is $3/2$, because integration by parts gives $\int_0^\infty x^{3/2}e^{-x}dx=\frac32\int_0^\infty x^{1/2}e^{-x}dx$. Hence $N_c$ is multiplied by

$$1+\frac52\cdot\frac32\,\alpha kT=1+\frac{15}{4}\,\alpha kT=1+3.75\times0.5\times0.02585=1.048 .$$

Integration over $k$ space without the expansion gives 1.049. This raises $N_c$ to $2.87\times10^{19}\ \mathrm{cm^{-3}}$, which a parabolic band would reach with $m_d=1.09\,m_0$.

**A larger transverse mass.** Band masses depend on temperature, and low-temperature values need not hold at 300 K. Suppose, as a sensitivity case, that $m_t$ is 4 % larger at fixed $m_l$. From $N_c\propto m_d^{3/2}\propto\sqrt{m_l}\,m_t$, $N_c$ also rises by 4 %. Both corrections together give $2.99\times10^{19}\ \mathrm{cm^{-3}}$, or 9 % above the parabolic result. Both can be applied if 1.06 is a low-temperature mass at the bottom of the valleys and if $m_t$ does rise by the assumed amount. If a quoted mass has already been adjusted to reproduce $N_c$ at 300 K, applying them would count the same effects twice.

**The zone boundary.** The minima lie at roughly 0.85 of the way from the zone centre to the X point. With a lattice constant $a$ of about 0.54 nm, X lies at $2\pi/a\approx11.6\ \mathrm{nm^{-1}}$, so the minimum is about $1.7\ \mathrm{nm^{-1}}$ away from it. Along the valley axis the Boltzmann factor is $e^{-k_l^2/\kappa^2}$ with $\kappa=\sqrt{2m_lkT}/\hbar\approx0.79\ \mathrm{nm^{-1}}$, and X is therefore about $2.2\,\kappa$ from the minimum. The parabola continued past X would have the fraction $\frac{1}{\sqrt\pi}\int_{2.2}^\infty e^{-u^2}du$, or about 0.1 %, of its thermal weight there, so cutting it off at that plane hardly matters. In silicon the two lowest conduction bands are degenerate at X, and the parabola continued past X corresponds to the second band. The estimate does not show that the band is parabolic up to X.

**Unequal valleys.** Suppose strain leaves two valleys at the band edge and raises the other four by $\Delta$, with the masses unchanged. Each valley contributes $N_c/6$ times its own Boltzmann factor, so, measured from the lower edge,

$$N_c'=\frac{N_c}{6}\left(2+4e^{-\Delta/kT}\right).$$

For $\Delta=0$ this returns $N_c$. For $\Delta\gg kT$ it tends to $N_c/3$, or $9.1\times10^{18}\ \mathrm{cm^{-3}}$.

**Beside real devices.** An electron density of $10^{17}\ \mathrm{cm^{-3}}$ corresponds to moderate doping in silicon. The donor density is a few per cent higher than $n$, because at 300 K not all donors are ionized, and the difference grows with doping. 400 K is a plausible temperature for a warm chip. For bulk material under these conditions the formula is a reasonable estimate: the two corrections above would together raise $N_c$ by about 9 % at 300 K and, with the same $\alpha$ and the same 4 % rise of $m_t$, by about 11 % at 400 K. Both figures rest on a rough one-parameter model and on an assumed change of mass. They indicate the order of the correction and not its value, and nothing here shows that one $\alpha$ describes the real valleys at both temperatures. Strain in a channel can, depending on its direction, break the assumption of six equal valleys, which can lower $N_c$ by up to a factor of three in the model just given. Heavily doped source and drain regions, with roughly $10^{20}\ \mathrm{cm^{-3}}$, lie above $N_c$, and there the Fermi integral must replace the exponential. Even that is only a first step, because such heavy doping also shifts the band edge and changes the density of states near it, which this model leaves out. In a thin inversion layer, confinement changes the density of states itself, and a three-dimensional $N_c$ is no longer the right quantity.

The numerical output below lists the main values.

## Computed results

```
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Planck constant h: 6.62607e-34 J s
Boltzmann constant k: 1.38065e-23 J/K
Electron mass m0: 9.10938e-31 kg
Given total mass md: 1.06 m0
md in kg: 9.6559e-31 kg
kT in joules: 4.1419e-21 J
2 pi md kT: 2.5129e-50 kg J
Thermal wavelength lambda: 4.1799 nm
lambda cubed: 73.030 nm^3
Nc = 2/lambda^3: 0.02739 nm^-3
Nc at 300 K, md = 1.06: 2.7386e+19 cm^-3
Nc for md = 1 at 300 K: 2.5094e+19 cm^-3
Factor 1.06^(3/2): 1.0913
Rough valley masses ml, mt: 0.916, 0.190 m0
One-valley mass: 0.3210 m0
Factor 6^(2/3): 3.3019
Total mass from six valleys: 1.0598 m0
Nc from six-valley k-point sum: 2.7379e+19 cm^-3
States below 0.1 eV, counted: 1.568e+20 cm^-3
States below 0.1 eV, from g(E): 1.567e+20 cm^-3
Nc by energy quadrature: 2.7386e+19 cm^-3
Mistake, six applied twice: 1.643e+20 cm^-3
Mistake, one valley only: 4.563e+18 cm^-3
Nc at 400 K, same mass: 4.216e+19 cm^-3
Ratio Nc(400 K)/Nc(300 K): 1.5396
Example electron density: 1.0e+17 cm^-3
Ec - EF at this density: 0.1451 eV
Fermi/Boltzmann ratio at 1e+17 cm^-3: 0.99871
Same, first-order formula: 0.99871
Ec - EF (Boltzmann) at 1e+19 cm^-3: 0.0260 eV
Fermi/Boltzmann ratio at 1e+19 cm^-3: 0.8917
Same, first-order formula: 0.8709
n/Nc when EF = Ec (Fermi-Dirac): 0.7651
Rough nonparabolicity alpha: 0.50 1/eV
Nc factor, nonparabolic k integral: 1.0490
Nc factor, first order: 1.0485
Nc with nonparabolicity: 2.873e+19 cm^-3
Equivalent parabolic mass: 1.094 m0
Assumed rise of mt: 4.0 %
Resulting rise of Nc: 4.0 %
Nc with both corrections: 2.988e+19 cm^-3
Rough valley position, fraction of Gamma-X: 0.85
Parabola's weight beyond X: 0.092 %
```
